\section*{Why the ALDA local-field factor works up to about twice kF}

\section{What is being compared}

\textbf{Q:} I measure how an electron gas responds to a static modulation of wavevector $q$. A colleague analyses the data with a local-field factor $A(q/k_F)^2$ and says it is good up to about $2k_F$. What is this factor?

\textbf{A:} Take a uniform, unpolarized gas of density $n$, in Hartree atomic units. Let $\chi$ be its static density response, $\chi_0$ that of noninteracting electrons at the same density, and $v=4\pi/q^2$. The exchange-correlation kernel $f_{xc}$ and the local-field factor $G$ are defined by
\begin{equation}
\frac1\chi=\frac1{\chi_0}-v-f_{xc},\qquad f_{xc}(q)=-v\,G(q). \label{def}
\end{equation}
So $G$ is the fraction of the Coulomb interaction that exchange and correlation remove. I write $Q=q/k_F$, with $k_F^3=3\pi^2n$ and $n=3/(4\pi r_s^3)$.

\textbf{Q:} Where does the square come from?

\textbf{A:} From a kernel that does not depend on $q$. I derive it together with the gradient-corrected case, since you will want other functionals. Let the energy be $\int F(n,\sigma)\,d^3r$ with $\sigma=|\nabla n|^2$, and perturb the density by $\delta n=\varepsilon n\cos qz$. Since $\sigma$ is already of second order,
\begin{equation}
F=F_0+F_n\delta n+\tfrac12F_{nn}\delta n^2+F_\sigma|\nabla\delta n|^2+\dots
\end{equation}
The linear term averages to zero. The averages of $\cos^2$ and $\sin^2$ are $1/2$, so the second-order energy per volume is $\frac14\varepsilon^2n^2(F_{nn}+2q^2F_\sigma)$. By definition of the kernel it is also $\frac12f_{xc}\langle\delta n^2\rangle=\frac14\varepsilon^2n^2f_{xc}(q)$. Hence
\begin{align}
f_{xc}(q)&=F_{nn}+2F_\sigma q^2,\qquad G=AQ^2+DQ^4,\label{gga}\\
A&=-\frac{k_F^2F_{nn}}{4\pi},\qquad D=-\frac{k_F^4F_\sigma}{2\pi}.
\end{align}
The adiabatic local density approximation, ALDA, has $F_\sigma=0$ and leaves the parabola.

\textbf{Q:} And the value of $A$?

\textbf{A:} Local exchange is $F_x=-\frac34(3/\pi)^{1/3}n^{4/3}$. Differentiating twice, and using $(3n/\pi)^{1/3}=k_F/\pi$, gives
\begin{equation}
F_x''=-\frac{k_F}{3\pi n}=-\frac{\pi}{k_F^2},
\end{equation}
which contributes $1/4$ to $A$. With the correlation energy per electron $e_c$ and $\mu_c=d(ne_c)/dn$,
\begin{equation}
A=\frac14-\frac{k_F^2}{4\pi}\frac{d\mu_c}{dn}.
\end{equation}
The Perdew--Wang form of $e_c$ gives $A=0.268$ at $r_s=2$ and $0.286$ at $r_s=5$. At small $q$ the gas is locally uniform, so the parabola is the correct limit if $e_c$ is correct.

\section{The other end of the curve}

\textbf{Q:} That explains long waves. At $2k_F$ the wavelength is comparable with the distance between electrons. Why should a local formula survive there?

\textbf{A:} Look first at very large $q$, where an electron recoils almost freely. For $N$ electrons in volume $V$, with $X=H-E_0$ and $\rho_q=\sum_je^{i\mathbf q\cdot\mathbf r_j}$, second-order perturbation theory gives
\begin{equation}
\chi=-\frac2V\langle\rho_q^\dagger X^{-1}\rho_q\rangle .
\end{equation}
Expand about the recoil energy $\omega=q^2/2$:
\begin{equation}
\frac1X=\frac1\omega-\frac{X-\omega}{\omega^2}+\frac{(X-\omega)^2}{\omega^3}-\dots \label{series}
\end{equation}
The interaction commutes with $\rho_q$, so only the kinetic energy contributes to the commutator, and
\begin{equation}
(X-\omega)\rho_q|0\rangle=\sum_je^{i\mathbf q\cdot\mathbf r_j}\,\mathbf q\cdot\mathbf p_j|0\rangle .
\end{equation}
The first term of (\ref{series}) gives $NS(q)/\omega$, where the structure factor $S$ differs from 1 by order $q^{-4}$. The second has expectation value $N\omega(1-S)$ before division by $\omega^2$, of the same small relative order. The third gives $Nq^2\langle k^2\rangle/(3\omega^3)$, where $1/3$ is the angular average and $\langle k^2\rangle$ is the mean square momentum per electron. This comes from the terms with $i=j$; those with $i\neq j$ carry $e^{i\mathbf q\cdot(\mathbf r_j-\mathbf r_i)}$ and are Fourier components of a bounded pair function that is singular only at contact, so they are smaller by at least $q^{-3}$. Treating the remaining terms as an asymptotic series, they are of relative order $q^{-4}$. Thus
\begin{align}
\chi&=-\frac{4n}{q^2}\left[1+\frac{4\langle k^2\rangle}{3q^2}+O(q^{-4})\right],\\
-\frac1\chi&=\frac{q^2}{4n}-\frac{\langle k^2\rangle}{3n}+O(q^{-2}).\label{inv}
\end{align}

\textbf{Q:} So the interaction enters at this order through the momentum distribution alone?

\textbf{A:} Yes. The noninteracting gas obeys (\ref{inv}) with its own $\langle k^2\rangle_0$. Let $t_c=\frac12(\langle k^2\rangle-\langle k^2\rangle_0)$ be the kinetic part of the correlation energy per electron. From (\ref{def}),
\begin{equation}
v+f_{xc}=\frac1{\chi_0}-\frac1\chi\;\longrightarrow\;-\frac{2t_c}{3n}.
\end{equation}
Since $v\to0$, this is the limit of $f_{xc}$. Multiplying by $-q^2/4\pi$ and using $n=k_F^3/3\pi^2$,
\begin{equation}
G\to CQ^2+B,\qquad C=\frac{k_F^2t_c}{6\pi n}=\frac{\pi t_c}{2k_F}.
\end{equation}
The constant $B$ collects the next order of the expansion.

I tested the role of kinetic energy on two interacting particles on a ring. In one dimension the factor $1/3$ becomes 1, so the coefficient of $1/q^2$ in the bracket should be $4\langle k^2\rangle=2.554$; the computed response gave $2.555$. For the three-dimensional factor, the large-$q$ response of a Fermi sphere returned $\langle k^2\rangle/k_F^2=0.601$, against $3/5$.

\textbf{Q:} How do you get $t_c$ without a momentum distribution?

\textbf{A:} By scaling lengths with $r_s$. The kinetic operator then carries $r_s^{-2}$ and the Coulomb operator $r_s^{-1}$. With $t$ and $u$ the kinetic and potential energies per electron and $e=t+u$, the Hellmann--Feynman theorem gives
\begin{equation}
r_s\frac{de}{dr_s}=-2t-u=-t-e,\qquad t=-\frac{d(r_se)}{dr_s}.
\end{equation}
The noninteracting energy, proportional to $r_s^{-2}$, reproduces itself, and exchange, proportional to $r_s^{-1}$, gives zero. What remains is $t_c=-d(r_se_c)/dr_s$. At $r_s=2$ it is $0.0246$ hartree, so
\begin{equation}
C=\frac{\pi\times0.02456}{2\times0.9596}=0.040 .
\end{equation}
This is about one seventh of $A$: the final rise is much slower than the initial one.

\section{Where the two limits meet}

\textbf{Q:} Then the parabola must fail somewhere. Can you say where?

\textbf{A:} The limits give a scale. For $B$ I use the published parametrization of Monte Carlo results, here for $2\le r_s\le10$,
\begin{equation}
B=\frac{1+2.15x+0.435x^3}{3+1.57x+0.409x^3},\qquad x=\sqrt{r_s}.
\end{equation}
Setting $AQ^2=B+CQ^2$ gives
\begin{equation}
Q_\times=\sqrt{\frac{B}{A-C}} .
\end{equation}
The numbers are
\begin{align}
r_s=2:&\quad Q_\times=\sqrt{\frac{0.8265}{0.2677-0.0402}}=1.91,\\
r_s=5:&\quad Q_\times=\sqrt{\frac{0.9628}{0.2859-0.0509}}=2.02 .
\end{align}
At $r_s=10$ it is again $2.02$. So at these densities the two limits cross near $2k_F$: beyond the crossing the parabola lies above the line that $G$ must finally approach, and the gap, $(A-C)Q^2-B$, grows without limit.

\textbf{Q:} Does that prove that the parabola is good below $2k_F$?

\textbf{A:} No. Two limits do not fix the curve between them; it could have a bump or a dip. That it stays near the parabola is information from Monte Carlo calculations. The limits show only that the agreement must end at some $Q$; the crossing is a rough scale, not a bound, because $G$ need not be close to its asymptote there.

\textbf{Q:} Would the same number hold for a very dense gas?

\textbf{A:} I would not assume so. As $r_s\to0$, correlation drops out of both coefficients, so $A\to1/4$ and $C\to0$. The formula for $B$ tends to $1/3$, which is also the large-$q$ limit of $G$ to first order in exchange, and then $Q_\times=\sqrt{4/3}\approx1.15$. This locates only the crossing of the two limiting forms. It does not say where $G$ leaves the parabola, and $2k_F$, the diameter of the Fermi sphere, is a special wavevector at every density, so no conclusion about the dense gas follows from this estimate. The first-order exchange $G$, which governs this limit, in fact rises well above the parabola ($0.83$ against $0.56$ at $Q=1.5$, $1.97$ against $0.95$ at $Q=1.95$) and falls below it only just past $Q=2$.

\section{The Corradini fit}

\textbf{Q:} How is the Monte Carlo curve represented?

\textbf{A:} By the Corradini form,
\begin{equation}
G=CQ^2+\frac{BQ^2}{g+Q^2}+\alpha Q^4e^{-bQ^2},
\end{equation}
with
\begin{equation}
g=\frac B{A-C},\qquad \alpha=\frac{1.5}{r_s^{1/4}}\frac A{Bg},\qquad b=\frac{1.2}{Bg}.
\end{equation}
At small $Q$ the coefficient of $Q^2$ is $C+B/g=A$. At large $Q$ the exponential vanishes and $CQ^2+B$ remains. Since $g=Q_\times^2$, the fit contains the crossover by construction, so it is no independent proof of it. Everything I say about agreement refers to this fit. The scatter of the underlying data and the misfit to them are not included.

\textbf{Q:} How close is ALDA, then?

\textbf{A:} These are the values of $G$, with the two gradient-corrected functionals alongside:

\begin{center}
\begin{tabular}{cccccc}
$r_s$ & $Q$ & ALDA & PBEsol & BLYP & fit\\
\hline
2 & 1.0 & 0.268 & 0.260 & 0.331 & 0.294\\
2 & 1.5 & 0.602 & 0.563 & 0.932 & 0.638\\
2 & 2.0 & 1.071 & 0.945 & 2.120 & 0.958\\
2 & 3.0 & 2.410 & 1.775 & 7.750 & 1.200\\
5 & 1.0 & 0.286 & 0.278 & 0.348 & 0.293\\
5 & 1.5 & 0.643 & 0.604 & 0.976 & 0.641\\
5 & 2.0 & 1.143 & 1.018 & 2.219 & 1.024\\
5 & 3.0 & 2.573 & 1.938 & 8.100 & 1.501
\end{tabular}
\end{center}

Relative to the fit, ALDA for $Q\le2$ lies between $-9\%$ and $+12\%$ at $r_s=2$, and between $-3\%$ and $+12\%$ at $r_s=5$. It is 20\% too high at $Q=2.14$ and $2.21$ respectively. At $Q=3$ it is too high by factors of $2.0$ and $1.7$. ``Tracks up to about $2k_F$'' is thus a statement at the ten-percent level.

At $r_s=2$ the fit first rises above the parabola and then bends below it. Its quartic coefficient at small $Q$, $\alpha-B/g^2=0.050$, describes only the start of this curve. The term $BQ^2/(g+Q^2)$ has a convergent power series only for $Q^2<g$, that is for $Q<1.91$, so the deviation at $Q=2$ cannot be obtained by adding up powers of $Q$. That coefficient also depends on the chosen fitting form, and I would not read it as a measured quantity.

\section{Adding gradients}

\textbf{Q:} PBEsol was designed for solids. What does it do to the kernel?

\textbf{A:} It adds a quartic term. For a slowly varying density, PBE-type exchange is $ne_x(1+\mu s^2)$ with $e_x=-3k_F/4\pi$ and $s^2=\sigma/(4k_F^2n^2)$. The gradient part of correlation is $n\beta t^2$ with $t^2=\pi\sigma/(16k_Fn^2)$. Therefore
\begin{align}
F_\sigma&=-\frac{3\mu}{16\pi k_Fn}+\frac{\pi\beta}{16k_Fn},\label{fs}\\
D&=\frac{k_F^3}{32n}\left(\frac{3\mu}{\pi^2}-\beta\right)=\frac9{32}\left(\mu-\frac{\pi^2\beta}3\right),
\end{align}
where $k_F^3/n=3\pi^2$ was used. The density has dropped out. PBE sets $\mu=\pi^2\beta/3$, so its kernel in the uniform gas is that of ALDA. PBEsol takes $\mu=10/81$ and $\beta=0.046$, hence
\begin{equation}
D=\tfrac9{32}(0.1235-0.1513)=-0.0078 .
\end{equation}

\textbf{Q:} At $2k_F$ PBEsol sits almost on the fit. Is it the better kernel?

\textbf{A:} At that wavevector it is: $-1.3\%$ at $r_s=2$ and $-0.6\%$ at $r_s=5$. But this is a crossing of two curves with different shapes. At $Q=1.5$ PBEsol is low by 12\% and 6\%, worse than ALDA; at $Q=3$ it is high by 48\% and 29\%, which is still nearer than ALDA. Over $Q\le2$ its largest deviation from the fit is 13\% at $r_s=2$ and 6\% at $r_s=5$, against 12\% for ALDA at both densities. Its limit is also wrong. At $r_s=2$ its $G$ turns over at $Q=\sqrt{A/2|D|}\approx4.1$ and becomes negative beyond $Q=\sqrt{A/|D|}\approx5.8$, whereas the true $G$ keeps rising as $CQ^2$.

\textbf{Q:} BLYP is the odd one out. Is its correlation energy to blame?

\textbf{A:} We can separate the parts. To leading order B88 exchange adds $-\beta_B|\nabla n_s|^2n_s^{-4/3}$ for each spin density $n_s=n/2$, with $\beta_B=0.0042$. The two spins together give
\begin{equation}
-2\beta_B\,\frac\sigma4\left(\frac n2\right)^{-4/3}=-2^{1/3}\beta_B\,\sigma\,n^{-4/3}.
\end{equation}
Matching this to the exchange term in (\ref{fs}) gives $\mu=\frac{16\pi}3(6\pi^2)^{1/3}\beta_B=0.274$, and so $D=\frac9{32}\mu=0.077$.

For LYP, call the parameters $a_L=0.04918$, $b_L=0.132$, $c_L=0.2533$, $d_L=0.349$, and let $y=n^{-1/3}$ and $w=y^2e^{-c_Ly}/(1+d_Ly)$. The closed-shell gradient part is
\begin{equation}
-a_Lb_Lw\left[-\frac{17}9t_W+\frac1{18}\nabla^2n\right],\quad t_W=\frac18\left(\frac\sigma n-\nabla^2n\right).
\end{equation}
The bracket equals $-\frac{17}{72}\sigma/n+\frac{21}{72}\nabla^2n$. Integration by parts replaces $w\nabla^2n$ by $-w'\sigma$, and
\begin{equation}
w'=\frac{w}{3n}(\delta-2),\qquad \delta=c_Ly+\frac{d_Ly}{1+d_Ly}.
\end{equation}
Collecting terms,
\begin{equation}
F_\sigma=\frac{a_Lb_Lw}{72n}\,[17+7(\delta-2)]=\frac{a_Lb_Lw(3+7\delta)}{72n}>0 .
\end{equation}
This opposes exchange but is weak: its $D$ is $-0.011$ at $r_s=2$ and $-0.008$ at $r_s=5$. It cancels 14\% and 10.5\% of the B88 term, where PBE cancels all of its own.

\textbf{Q:} And the local part of LYP?

\textbf{A:} It is not the correlation energy of the uniform gas, so $A$ changes, but little: $0.265$ instead of $0.268$ at $r_s=2$, and $0.279$ instead of $0.286$ at $r_s=5$. At $r_s=2$ and $Q=2$,
\begin{equation}
G_{\rm BLYP}=4\times0.2653+16\times0.0662=1.061+1.059=2.12 .
\end{equation}
The uncancelled exchange gradient doubles $G$. At $Q=0.5$ and $r_s=2$, BLYP ($0.0705$) happens to be nearer the fit ($0.0696$) than ALDA ($0.0669$), which again shows how little one wavevector says about a kernel.

These kernel formulas were tested against the energies of weak density waves, evaluated from the full functionals at $Q=1$ and $2$ for both densities. The largest difference in $G$ was $5\times10^{-7}$.

\section{What the experiment would notice}

\textbf{Q:} I measure a response, not $G$. Does a 12\% error matter?

\textbf{A:} From (\ref{def}), with $\chi_0$ negative,
\begin{equation}
\frac\chi{\chi_0}=\frac1{1+v|\chi_0|(1-G)} .
\end{equation}
At $q=2k_F$ no excited state is Pauli-blocked. With $z$ the component of $\mathbf k/k_F$ along $\mathbf q$, the Fermi sphere is a stack of discs of area $\pi(1-z^2)$, and the excitation energy is $k_F^2(2+2z)$:
\begin{equation}
|\chi_0|=\frac{4k_F}{(2\pi)^3}\int_{-1}^1\frac{\pi(1-z^2)}{2+2z}\,dz=\frac{k_F}{2\pi^2}.
\end{equation}
The factor 4 counts two spins and the factor 2 in the second-order formula for $\chi$. Since $v=\pi/k_F^2$, the weight is $v|\chi_0|=1/(2\pi k_F)$: $0.17$ at $r_s=2$ and $0.41$ at $r_s=5$. At this wavevector it reduces the effect of an error in $G$: ALDA overestimates the response relative to the fit by 2\% and 5\%. At longer waves the sign changes: below $Q\approx1.7$ at $r_s=2$ and below $Q\approx1.5$ at $r_s=5$ the ALDA $G$ lies under the fit and the response is too small, by at most about 2\% and 1\%.

For BLYP at $r_s=5$,
\begin{equation}
\frac\chi{\chi_0}=\frac1{1+0.4147\,(1-2.219)}=2.02,
\end{equation}
while the fit gives $1.01$. BLYP predicts twice the response because $G$ well above 1 turns the net interaction attractive. At $r_s=2$ the smaller weight limits the damage: $1.23$ against $0.99$.

\textbf{Q:} So which kernel should I use?

\textbf{A:} For a nearly uniform gas with $r_s$ between 2 and 5, ALDA is adequate up to $2k_F$ if an error of about 12\% in $G$, relative to the fit, is acceptable. PBEsol is comparable at $r_s=2$ and closer at $r_s=5$ over the same range. In a more dilute gas the ALDA error is larger: at $r_s=10$ it reaches 18\% at $2k_F$. The rule does not extend to a very dense gas, where $G$ near $2k_F$ is up to twice the parabola. If your data extend further, use a form with the correct large-$q$ limit, such as the Corradini fit. None of this ranks the functionals for atoms or molecules, where the density is far from uniform and the expansion used here does not apply. The detailed values for $r_s=2$ and $5$ are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Hartree atomic units; G and its coefficients are dimensionless
largest density-wave test error in G: 4.6e-07
ring: recoil coefficient 2.5550, 4<k^2> 2.5539
Fermi sphere <k^2>/kF^2 from large-q response: 0.6014
mu of B88: 0.2743; mu of PBEsol: 0.1235
pi^2 beta/3 of PBEsol: 0.1513
Q^4 coefficient D: PBEsol -0.00784, B88 alone 0.07714
rs = 2 bohr: kF = 0.9596 1/bohr, n = 0.029842 1/bohr^3
  e_c = -0.04476 Ha, t_c = 0.02456 Ha
  A = 0.2677, B = 0.8265, C = 0.0402
  limits cross at q/kF = 1.906
  fit: g = 3.6326, alpha = 0.1125, b = 0.3997
  fit Q^4 coefficient at small q: 0.0498
  BLYP: A = 0.2653, D(LYP) = -0.01095, D(total) = 0.06620
  q/kF   ALDA  PBEsol   BLYP  Corradini
  0.5  0.0669  0.0664  0.0705  0.0696
  1.0  0.2677  0.2599  0.3315  0.2940
  1.5  0.6024  0.5627  0.9320  0.6383
  2.0  1.0709  0.9455  2.1203  0.9578
  2.5  1.6734  1.3671  4.2439  1.1354
  3.0  2.4096  1.7745  7.7496  1.2004
  ALDA vs fit for q <= 2kF: lowest -9.2 %, highest 11.8 %
  ALDA exceeds fit by 20 % at q/kF = 2.143
  chi/chi0 at 2kF, same order: 1.0119, 0.9910, 1.2282, 0.9930
rs = 5 bohr: kF = 0.3838 1/bohr, n = 0.001910 1/bohr^3
  e_c = -0.02822 Ha, t_c = 0.01244 Ha
  A = 0.2859, B = 0.9628, C = 0.0509
  limits cross at q/kF = 2.024
  fit: g = 4.0975, alpha = 0.0727, b = 0.3042
  fit Q^4 coefficient at small q: 0.0153
  BLYP: A = 0.2785, D(LYP) = -0.00810, D(total) = 0.06904
  q/kF   ALDA  PBEsol   BLYP  Corradini
  0.5  0.0715  0.0710  0.0740  0.0723
  1.0  0.2859  0.2780  0.3476  0.2934
  1.5  0.6432  0.6035  0.9763  0.6414
  2.0  1.1435  1.0180  2.2189  1.0237
  2.5  1.7867  1.4804  4.4380  1.3238
  3.0  2.5728  1.9377  8.0995  1.5007
  ALDA vs fit for q <= 2kF: lowest -2.6 %, highest 11.7 %
  ALDA exceeds fit by 20 % at q/kF = 2.213
  chi/chi0 at 2kF, same order: 1.0632, 1.0075, 2.0219, 1.0099
rs = 10 bohr: limits cross at q/kF = 2.019
\end{verbatim}
